# Energy, eigenvalue, dipole and force errors of an unconverged self-consistent field, part 2

This part proves a theorem on the errors of an unconverged closed-shell RHF state (atomic units, real orbitals, fixed orthonormal basis). Indices: $i,j$ occupied ($n_o$ orbitals), $a,b$ virtual, $p,q,r,s$ any. $(pq|rs)$ are two-electron integrals, $h$ is the one-electron operator, $E_{nn}$ the nuclear repulsion.

$$G[D]_{pq}=\sum_{rs}\Big[(pq|rs)-\tfrac12(pr|qs)\Big]D_{rs},\qquad F[D]=h+G[D],$$

$$E[D]=\operatorname{tr}hD+\tfrac12\operatorname{tr}D\,G[D]+E_{nn}.$$

$D$ is admissible if $\operatorname{tr}D=N=2n_o$ and $(D/2)^2=D/2$. Near the converged $D_0$ (with $F_0$, $E_0$), $D=2C_{\rm occ}C_{\rm occ}^T$, $C=C_0e^{K}$, $K_{ai}=-K_{ia}=\kappa_{ai}$, $K_{ij}=K_{ab}=0$; $O(m)$ means $O(|\kappa|^m)$.

(A1) $(F_0)_{pq}=\varepsilon_p\delta_{pq}$; (A2) $\varepsilon_a-\varepsilon_i>0$; (A3) $H$ is positive definite, lowest eigenvalue $h_{\min}>0$; (A4) $\varepsilon_p$ is nondegenerate.

$$\Omega_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij},\qquad W_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|bi),$$

$$M=\Omega+W,\qquad H=4M.$$

The dipole is $\mu(D)=\sum_B Z_BR_B-\operatorname{tr}zD$; the force on nucleus $A$ is $\mathcal F(D)=-\operatorname{tr}h'D-E_{nn}'$, $h'=\partial h/\partial R_A$.

To prove:

(a) $\Delta E=E[D]-E_0=\tfrac12\kappa^TH\kappa+O(3)$.

(b) For $Q=\varepsilon_p,\ \mu,\ \mathcal F$, $\delta Q=Q(D)-Q(D_0)$ equals $g_Q\cdot\kappa+O(2)$, with

$$(g_\varepsilon)_{ai}=4(pp|ai)-2(pa|pi),\qquad (g_\mu)_{ai}=-4z_{ai},\qquad (g_{\mathcal F})_{ai}=-4h'_{ai}.$$

(c) $|\delta Q|\le\sqrt{2S_Q\,\Delta E}+O(\Delta E)$ with $S_Q=g_Q^TH^{-1}g_Q$, the leading term attained for $\kappa$ parallel to $H^{-1}g_Q$.

(d) $S_\mu$ is the static polarizability $\alpha_{zz}$, and $S_{\mathcal F}$ is the curvature of the energy in $R_A$ at frozen density matrix minus the curvature of the self-consistent energy.

(e) For level-shifted iteration with shift $b$, $\lambda<1$ the spectral radius of $1-P^{-1}M$, $P=\Omega+b$, and $\tau=E_n-E_{n+1}$, to leading order

$$\Delta E_{n+1}\le\frac{\lambda^2}{1-\lambda^2}\,\tau,\qquad |\delta Q_{n+1}|\le\sqrt{\frac{2S_Q\lambda^2}{1-\lambda^2}\,\tau}.$$

Lemma 1 (occupied block first; first-order part $\delta D^{(1)}$):

$$\delta D=2\begin{pmatrix}-\kappa^T\kappa+O(4)&\kappa^T+O(3)\\ \kappa+O(3)&\kappa\kappa^T+O(4)\end{pmatrix}.$$

Lemma 2: for symmetric $A,B$, $\operatorname{tr}A\,G[B]=\operatorname{tr}B\,G[A]$, and

$$E[D_0+\delta D]-E_0=\operatorname{tr}F_0\,\delta D+\tfrac12\operatorname{tr}\delta D\,G[\delta D].$$

Lemma 3: $G[\delta D^{(1)}]_{ai}=(W\kappa)_{ai}$ and $G[\delta D^{(1)}]_{pp}=g_\varepsilon\cdot\kappa$.

Lemma 4: the virtual–occupied block $r$ of $F[D]$ in the current orbitals is $r=M\kappa+O(2)$.

Lemma 5: if smooth $\Phi(\kappa,s)$ has $\Phi(\kappa,0)=E_0+\tfrac12\kappa^TH\kappa+O(3)$, $H$ positive definite, $-\partial_s\Phi(\kappa,0)=Q_0+g\cdot\kappa+O(2)$ and $k_{\rm fr}=\partial_s^2\Phi(0,0)$, then $E(s)=\min_\kappa\Phi(\kappa,s)$ near $\kappa=0$ obeys $-E'(0)=Q_0$ and $E''(0)=k_{\rm fr}-g^TH^{-1}g$.

Lemma 6: $D'$ built from the $n_o$ lowest eigenvectors of $F[D]+b\,(1-D/2)$, $b\ge0$, is admissible and $\kappa'=(1-P^{-1}M)\kappa+O(2)$.

**Part (a).** Take the two terms of Lemma 2 in turn. For a general symmetric $F_0$ the first would contain the linear term $\sum_{ai}[(F_0)_{ai}\delta D_{ia}+(F_0)_{ia}\delta D_{ai}]=4\sum_{ai}(F_0)_{ai}\kappa_{ai}$. By (A1) this vanishes, together with the contribution of the $O(3)$ parts of the same blocks. With $F_0$ diagonal only the diagonal of $\delta D$ remains:

$$\operatorname{tr}F_0\,\delta D=-2\sum_i\varepsilon_i\sum_a\kappa_{ai}^2+2\sum_a\varepsilon_a\sum_i\kappa_{ai}^2+O(4)=2\kappa^T\Omega\kappa+O(4).$$

In the second term, replacing $\delta D$ by $\delta D^{(1)}$ in both places makes an error $O(3)$, the product of a first-order and a second-order part. Then, with the two off-diagonal blocks contributing equally,

$$\tfrac12\operatorname{tr}\delta D^{(1)}G[\delta D^{(1)}]=\tfrac12\cdot2\sum_{ai}2\kappa_{ai}\,(W\kappa)_{ai}=2\kappa^TW\kappa$$

by Lemma 3. The sum is $\Delta E=2\kappa^TM\kappa+O(3)=\tfrac12\kappa^TH\kappa+O(3)$.

The term $2\kappa^T\Omega\kappa$ is the cost of moving a weight $2\kappa_{ai}^2$ of electrons from level $i$ up to level $a$. It arises from the part of the energy that is linear in $\delta D$, acting on the second-order blocks that idempotency forces. The term $2\kappa^TW\kappa$ is the Coulomb and exchange self-energy of the error density.

**Part (b).** For any symmetric one-electron operator $O$, $\operatorname{tr}O\,\delta D=2\sum_{ai}O_{ai}\,2\kappa_{ai}+O(2)=4\sum_{ai}O_{ai}\kappa_{ai}+O(2)$. The nuclear parts of $\mu$ and $\mathcal F$ do not depend on $D$, so $\delta\mu=-\operatorname{tr}z\,\delta D$ and $\delta\mathcal F=-\operatorname{tr}h'\,\delta D$, which gives $g_\mu$ and $g_{\mathcal F}$. This is the same expression that vanished for the energy, with $O$ in place of $F_0$. Self-consistency makes the virtual–occupied block of one operator vanish, and that operator is $F_0$. The dipole error does not depend on the origin, since a shift of origin adds a multiple of the unit matrix to $z$ and $\operatorname{tr}\delta D=0$.

For the eigenvalue, consider $F(t)=F_0+t\,\delta F$ with $\delta F=G[\delta D]$. A simple eigenvalue is a simple root of the characteristic polynomial, so by (A4) it and its unit eigenvector $v$ are smooth in $t$. Differentiating $Fv=\varepsilon v$ gives $\delta F\,v+F\dot v=\dot\varepsilon v+\varepsilon\dot v$. Multiplying on the left by $v^T$ and using $v^TF=\varepsilon v^T$ cancels the terms in $\dot v$ and leaves $\dot\varepsilon=v^T\delta F\,v$. At $t=0$ this is $\delta F_{pp}$, so $\delta\varepsilon_p=G[\delta D]_{pp}+O(\|\delta F\|^2)=g_\varepsilon\cdot\kappa+O(2)$ by Lemma 3.

**Part (c).** By (A3), $H^{1/2}$ exists and is invertible. The Cauchy–Schwarz inequality gives

$$|g\cdot\kappa|=|(H^{-1/2}g)\cdot(H^{1/2}\kappa)|\le\sqrt{g^TH^{-1}g}\,\sqrt{\kappa^TH\kappa}=\sqrt{2S\,a},\qquad a=\tfrac12\kappa^TH\kappa,$$

with equality when $H^{1/2}\kappa\parallel H^{-1/2}g$, that is $\kappa\parallel H^{-1}g$. It remains to replace $a$ by $\Delta E$. Parts (a) and (b) supply constants with $|\Delta E-a|\le c_3|\kappa|^3$ and $|\delta Q-g\cdot\kappa|\le c_2|\kappa|^2$ near $\kappa=0$. Since $a\ge\tfrac12h_{\min}|\kappa|^2$, the first reads $|\Delta E-a|\le xa$ with $x=2c_3|\kappa|/h_{\min}$. For $x\le\tfrac12$ one has $a\le\Delta E/(1-x)\le2\Delta E$, hence $|\kappa|^2\le4\Delta E/h_{\min}$. Also $(1-x)^{-1/2}\le1+x$ in this range, because $(1+x)^2(1-x)=1+x(1-x-x^2)\ge1$. Therefore

$$|\delta Q|\le\sqrt{2S\,\Delta E}\,(1+x)+c_2|\kappa|^2 ,$$

and since $x=O(\sqrt{\Delta E})$ and $|\kappa|^2=O(\Delta E)$, both corrections are $O(\Delta E)$. Along $\kappa\parallel H^{-1}g$ the same estimates show that $|\delta Q|/\sqrt{2S\,\Delta E}\to1$.

**Part (d).** A uniform field $f$ along $z$ adds $+fz$ to $h$ for each electron and $-f\sum_BZ_BR_B$ for the nuclei, so $\Phi(\kappa,f)=E[D(\kappa)]-f\mu(\kappa)$. Here $-\partial_f\Phi=\mu$ and $k_{\rm fr}=0$, because $\Phi$ is linear in $f$. The polarizability is defined by $E(f)=E_0-\mu f-\tfrac12\alpha_{zz}f^2+\dots$, so Lemma 5 gives $\alpha_{zz}=-E''(0)=S_\mu$. Written out, $S_\mu=16\,z^T(4M)^{-1}z=4\,z^TM^{-1}z$ with $z$ the vector $z_{ai}$. For the force, let $s$ displace nucleus $A$ along $z$ with the basis fixed. Then $\Phi(\kappa,s)=\operatorname{tr}h(s)D+\tfrac12\operatorname{tr}D\,G[D]+E_{nn}(s)$, and $-\partial_s\Phi=\mathcal F$. Lemma 5 gives $\mathcal F(D_0)=-dE/dR_A$ and $S_{\mathcal F}=k_{\rm fr}-k_{\rm rel}$, with $k_{\rm rel}=E''(0)$.

The worst density error for a given quantity is thus the system's own linear response $H^{-1}g$ to the conjugate perturbation. An error along it looks, to the SCF, like the converged density in a small spurious field or for a slightly displaced nucleus. In a spurious field $f$ the dipole is off by $\alpha f$ and the field-free energy by $\tfrac12\alpha f^2$, and indeed $\sqrt{2\alpha\cdot\tfrac12\alpha f^2}=\alpha f$.

**Part (e).** The generalised eigenproblem $Mv_k=\nu_kPv_k$ has symmetric $M$ and positive definite $P$, so its eigenvectors form a basis with $v_k^TPv_l=\delta_{kl}$ and $v_k^TMv_l=\nu_k\delta_{kl}$; all $\nu_k>0$ by (A3). Each $v_k$ is an eigenvector of $1-P^{-1}M$ with eigenvalue $1-\nu_k$, so $\lambda=\max_k|1-\nu_k|$, and $\lambda<1$ is the condition $\nu_{\max}<2$. Expanding $\kappa_n=\sum_kc_kv_k$ and using (a) and Lemma 6 at leading order,

$$\Delta E_n=2\sum_k\nu_kc_k^2,\qquad \Delta E_{n+1}=2\sum_k\nu_kc_k^2(1-\nu_k)^2\le\lambda^2\Delta E_n .$$

There are no cross terms between modes, and every term is non-negative, which is why the largest factor bounds the sum. Then $\Delta E_n\ge\Delta E_{n+1}/\lambda^2$, and

$$\tau=\Delta E_n-\Delta E_{n+1}\ge\Big(\frac1{\lambda^2}-1\Big)\Delta E_{n+1}=\frac{1-\lambda^2}{\lambda^2}\,\Delta E_{n+1}.$$

This is the first inequality, with equality when only the slowest mode is present. Inserting it in (c) gives the second. $\blacksquare$

**Corollary 1.** To guarantee $|\delta\mathcal F|\le\eta$ at leading order it suffices that $\Delta E\le\eta^2/(2S_{\mathcal F})$, or for level-shifted iteration $\tau\le\eta^2(1-\lambda^2)/(2S_{\mathcal F}\lambda^2)$. A factor of ten in the guaranteed force accuracy costs a factor of one hundred in the energy threshold.

**Corollary 2.** In terms of the residual, $\kappa=M^{-1}r+O(2)$ by Lemma 4, so $\delta Q=g_Q^TM^{-1}r+O(2)$ and $\Delta E=2r^TM^{-1}r+O(3)$. The smallest eigenvalue of $M$ is $h_{\min}/4$, so $|\delta Q|\le4|g_Q|\,|r|/h_{\min}$ at leading order. A threshold on the residual is of the same order as the force error it controls, and it needs no knowledge of $\lambda$.

**Corollary 3 (corrected force).** Let $\tilde g$ and $\tilde M$ be built from the current orbitals, with $\Omega$ replaced by $F_{ab}\delta_{ij}-\delta_{ab}F_{ij}$ from the current Fock matrix. Then $\mathcal F_{\rm corr}=\mathcal F(D)-\tilde g^T\tilde M^{-1}r$ has an error $O(2)$.

*Proof.* $\tilde g=g_{\mathcal F}+O(1)$ and $\tilde M=M+O(1)$, since both are smooth in $\kappa$ and reduce to the reference values at $\kappa=0$. As $r=M\kappa+O(2)$ is itself $O(1)$, the correction equals $g_{\mathcal F}\cdot\kappa+O(2)$, which cancels the linear error of part (b). $\square$

The correction uses no converged data. Its price is one linear-response solve. If $\tilde M^{-1}$ is replaced by an approximate inverse $B$, the uncancelled error is $g_{\mathcal F}^T(1-BM)\kappa$, which is linear again, with a smaller coefficient when $BM$ is near the unit matrix.

## Remarks

**1. Why an eigenvalue is not protected.** An eigenvalue is a stationary value of a Rayleigh quotient, which suggests a quadratic error. That holds for a fixed operator. With the rotated orbital $v=e^Ke_p$ and the converged $F_0$, $v^TF_0v=\varepsilon_p+(F_0K-KF_0)_{pp}+O(2)$, and $(F_0K-KF_0)_{pp}=\varepsilon_pK_{pp}-K_{pp}\varepsilon_p=0$. The linear error of part (b) comes wholly from the change $G[\delta D]$ of the operator. In a model without electron interaction $g_\varepsilon=0$ and the eigenvalues of $F=h$ have no error at all.

**2. Idempotency is needed.** Take $\delta D=2t\,(e_Le_L^T-e_He_H^T)$, which moves $2t$ electrons from the highest occupied orbital $H$ to the lowest virtual orbital $L$. The trace is preserved, but $D/2$ has eigenvalues $t$ and $1-t$. Lemma 2 gives $\Delta E=2t(\varepsilon_L-\varepsilon_H)+O(t^2)$, linear in the density error, and negative for $t<0$. Such errors occur in density mixing. With $D^{\rm in}_{n+1}=(1-\beta)D^{\rm in}_n+\beta D^{\rm out}_n$, the input after $n$ steps is a weighted mean of admissible matrices in which the starting matrix has weight $(1-\beta)^n$. The term $\operatorname{tr}F_0\,\delta D$ of Lemma 2 is linear, so $E[D^{\rm in}_n]-E_0$ contains $(1-\beta)^n\operatorname{tr}F_0\,\delta D_{\rm start}$, which is linear in the weight $(1-\beta)^n$, whereas the energy error of an admissible matrix falls as the square of its distance from $D_0$. For an admissible start the prefactor $\operatorname{tr}F_0\,\delta D_{\rm start}$ is itself $2\kappa^T\Omega\kappa+O(4)$, as in the proof of part (a), so the term is still second order in the starting error; what mixing changes is the decay with $n$. The output matrix is admissible, and part (a) applies to $E[D^{\rm out}]$.

**3. The Harris–Foulkes energy.** Diagonalising $F[D_{\rm in}]$ gives eigenvalues $\varepsilon_i^{\rm in}$ and $D_{\rm out}$, with $2\sum_i\varepsilon_i^{\rm in}=\operatorname{tr}F[D_{\rm in}]D_{\rm out}=\operatorname{tr}hD_{\rm out}+\operatorname{tr}D_{\rm out}G[D_{\rm in}]$. Define $E_{\rm Har}=2\sum_i\varepsilon_i^{\rm in}-\tfrac12\operatorname{tr}D_{\rm in}G[D_{\rm in}]+E_{nn}$ and $\Gamma=D_{\rm out}-D_{\rm in}$. By the symmetry in Lemma 2,

$$\tfrac12\operatorname{tr}\Gamma G[\Gamma]=\tfrac12\operatorname{tr}D_{\rm out}G[D_{\rm out}]-\operatorname{tr}D_{\rm out}G[D_{\rm in}]+\tfrac12\operatorname{tr}D_{\rm in}G[D_{\rm in}].$$

Subtracting this from $E[D_{\rm out}]$ removes the first term on the right and leaves $\operatorname{tr}hD_{\rm out}+\operatorname{tr}D_{\rm out}G[D_{\rm in}]-\tfrac12\operatorname{tr}D_{\rm in}G[D_{\rm in}]+E_{nn}$, so

$$E_{\rm Har}=E[D_{\rm out}]-\tfrac12\operatorname{tr}\Gamma\,G[\Gamma]$$

exactly in RHF. Both $D_{\rm out}-D_0$ and $\Gamma$ are first order in the input error, so $E_{\rm Har}-E_0$ is second order: the linear errors of the eigenvalue sum and of the subtracted term cancel. Unlike $E[D]-E_0$, its sign is not fixed by (A3); it depends on the spectrum of $W$. For admissible input, Lemma 6 with $b=0$ gives $\kappa_{\rm out}=-\Omega^{-1}W\kappa$ and $\kappa_{\rm out}-\kappa=-\Omega^{-1}M\kappa$. With $w=\Omega^{-1/2}W\Omega^{-1/2}$ and $y=\Omega^{1/2}\kappa$, one has $M=\Omega^{1/2}(1+w)\Omega^{1/2}$ and

$$E_{\rm Har}-E_0=2y^T\big[w(1+w)w-(1+w)w(1+w)\big]y+O(3)=-2y^Tw(1+w)y+O(3).$$

By (A3) $1+w$ is positive, so the error is negative along eigenvectors of $w$ with positive eigenvalue and positive along those with negative eigenvalue. If both kinds exist, the second-order error vanishes for some $\kappa\neq0$, and part (c) cannot be stated with $E_{\rm Har}$ in place of $E[D]$.

**4. Directions and symmetry.** If $g_Q\cdot\kappa=0$, then $\delta Q=O(2)$, of the same order as $\Delta E$. Symmetry can enforce this. In a molecule with an inversion centre, $z$ is odd, so $z_{ai}$ vanishes unless $a$ and $i$ have opposite parity. In $g_\varepsilon$ the orbital $p$ occurs twice in each integral, so the integrals vanish unless $a$ and $i$ have the same parity. An iteration that starts from a symmetric density keeps only same-parity $\kappa_{ai}$, and the dipole stays at zero while the eigenvalues carry linear errors.

**5. Moving basis and Pulay terms.** Let the basis functions follow the nuclei, with overlap matrix $\Sigma(s)$, and let a prime denote $\partial_s$ of the integrals. Describe the occupied space by a coefficient matrix $c(\kappa)$, orthonormal at $s=0$. At displaced geometry the same columns are reorthonormalised, $D(\kappa,s)=2c\,(c^T\Sigma(s)c)^{-1}c^T$, so $\partial_sD=-2c\,(c^T\Sigma'c)\,c^T$ at $s=0$. By Lemma 2 this change contributes $\operatorname{tr}F\,\partial_sD=-2\operatorname{tr}[(c^TFc)(c^T\Sigma'c)]=-\tfrac12\operatorname{tr}DFD\,\Sigma'$, using $D=2cc^T$. Hence

$$\mathcal F_{\rm full}(D)=-\operatorname{tr}h'D-\tfrac12\operatorname{tr}D\,G'[D]+\tfrac12\operatorname{tr}D\,F[D]\,D\,\Sigma'-E_{nn}',$$

where $h'$ now includes the motion of the basis functions. This is $-\partial_s\Phi(\kappa,0)$ for a smooth $\Phi$ with $\Phi(\kappa,0)=E[D(\kappa)]$, so Lemma 5 makes it the exact force at convergence. Off convergence it is a polynomial in $D$ with its own linear coefficient $g$, and the proofs of (c) and (e) use only that form. The constant $S$ differs from the fixed-basis one. The Hellmann–Feynman force and $\mathcal F_{\rm full}$ are slopes of two different energy curves. At convergence they agree when the derivatives of the moved basis functions lie in the span of the basis, for then the motion only changes the orbitals within the variational space, where the energy is stationary. Off convergence the energy is not stationary, and even in such a basis the two expressions differ in general by a term linear in the residual $r$ of Lemma 4.

**6. Kohn–Sham theory.** For a density functional without exact exchange, assumed three times differentiable along the rotations, Lemma 2 becomes a Taylor expansion: $\Delta E=\operatorname{tr}F_0\,\delta D+\tfrac12\iint\delta\rho\,[|\mathbf r-\mathbf r'|^{-1}+f_{xc}]\,\delta\rho+O(3)$, with $f_{xc}=\delta^2E_{xc}/\delta\rho\,\delta\rho$. Inserting $\delta\rho=4\sum\kappa_{bj}\phi_b\phi_j$ turns the second term into $8\sum\kappa_{ai}\kappa_{bj}[(ai|bj)+(ai|f_{xc}|bj)]=2\kappa^TW\kappa$ with $W_{ai,bj}=4(ai|bj)+4(ai|f_{xc}|bj)$, and likewise $(g_\varepsilon)_{ai}=4(pp|ai)+4(pp|f_{xc}|ai)$. The remaining steps are unchanged.

**7. Failure of the assumptions.** If $H$ has a negative eigenvalue the reference is not a minimum; (a) and (b) still hold, but $\Delta E$ can vanish at finite $\kappa$ and there is no bound. As $h_{\min}\to0^+$, $S_Q$ grows as $(g_Q\cdot v)^2/h_{\min}$, with $v$ the unit soft eigenvector of $H$, and the range $|\kappa|\le h_{\min}/(4c_3)$ of the proof shrinks. If the quadratic and cubic terms vanish along $v$ and the minimum is quartic, $\Delta E\propto|\kappa|^4$ along $v$, and $\delta Q\propto\Delta E^{1/4}$ for a quantity with $g_Q\cdot v\neq0$; if $g_Q\cdot v=0$, then $\delta Q=O(2)$ and the error is at most of order $\Delta E^{1/2}$. For a degenerate level, the eigenvalues shift at first order by the eigenvalues of $\delta F$ within the degenerate space; the shifts are still proportional to $|\kappa|$ along each direction but are in general not of the form $g\cdot\kappa$. With fractional occupations Lemma 1 does not describe the allowed densities and the theorem as proved does not apply. The gap (A2) enters the proof of the theorem only through Lemma 6 and part (e); the proofs of parts (a)–(d) for admissible densities do not use it.

Parts (a)–(e) of the theorem are now proved, with corollaries on thresholds, the residual and a corrected force, and remarks on where the results hold or fail. What remains is to discuss slow convergence and system size, and to test the formulas numerically on an asymmetric H$_4$ chain.
